# Inferring U/t of a Two-Site Hubbard Bond from Natural Occupation: test program

```python
"""Two-site Hubbard bond with two electrons: infer U/t from natural occupation.

Result under test: U/t = 4 sqrt(n(2-n))/(1-n), so n = 0.2 gives U/t = 3.
n: antibonding natural occupation summed over spin (range 0 to 2)
t: hopping, entering H as -t; U: on-site repulsion
V: intersite repulsion (aa|bb); X: density-assisted hopping (aa|ab)
K: intersite exchange (ab|ab); delta: difference of the site energies
All energies are in eV. States and occupations come from diagonalization
of a Hamiltonian built from fermion operators.
"""
from functools import reduce
from itertools import product
import numpy as np
from scipy.optimize import brentq
from scipy.constants import k as boltzmann, e as charge

# Fermion operators; spin-orbital index = 2*site + spin.
parity = np.diag([1.0, -1.0])
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c = [reduce(np.kron, [parity] * j + [lower] + [np.eye(2)] * (3 - j))
     for j in range(4)]
number = sum(op.T @ op for op in c)
keep = np.flatnonzero(np.isclose(np.diag(number), 2))


def two_electron_block(matrix):
    return matrix[np.ix_(keep, keep)]


move = [[two_electron_block(sum(c[2*p+s].T @ c[2*q+s] for s in (0, 1)))
         for q in (0, 1)] for p in (0, 1)]

# Sort the two-electron integrals (pq|rs) into the classes U, V, X, K.
interaction = {name: np.zeros((6, 6)) for name in "UVXK"}
for p, q, r, s in product((0, 1), repeat=4):
    if p == q and r == s:
        name = "U" if p == r else "V"
    elif p != q and r != s:
        name = "K"
    else:
        name = "X"
    for spin1, spin2 in product((0, 1), repeat=2):
        term = (c[2*p+spin1].T @ c[2*r+spin2].T
                @ c[2*s+spin2] @ c[2*q+spin1])
        interaction[name] += 0.5 * two_electron_block(term)

double_occupancy = two_electron_block(sum(
    c[2*p].T @ c[2*p] @ c[2*p+1].T @ c[2*p+1] for p in (0, 1)))
assert np.allclose(interaction["U"], double_occupancy)

spin_raise = sum(c[2*p].T @ c[2*p+1] for p in (0, 1))
spin_z = 0.5 * sum(c[2*p].T @ c[2*p] - c[2*p+1].T @ c[2*p+1]
                   for p in (0, 1))
spin_squared = two_electron_block(
    spin_raise.T @ spin_raise + spin_z @ (spin_z + np.eye(16)))


def hamiltonian(t, U, V=0.0, X=0.0, K=0.0, delta=0.0):
    return (-t * (move[0][1] + move[1][0])
            + 0.5 * delta * (move[0][0] - move[1][1])
            + U * interaction["U"] + V * interaction["V"]
            + X * interaction["X"] + K * interaction["K"])


def solve(t, U, **extra):
    energies, states = np.linalg.eigh(hamiltonian(t, U, **extra))
    return energies, states, states[:, 0]


def density_matrix(state):
    return np.array([[state @ move[p][q] @ state for q in (0, 1)]
                     for p in (0, 1)])


def smaller_occupation(t, U, **extra):
    return np.linalg.eigvalsh(density_matrix(solve(t, U, **extra)[2]))[0]


def infer_U(t, n, **extra):
    return brentq(lambda U: smaller_occupation(t, U, **extra) - n,
                  0.0, 8.0 * t, xtol=1e-13)


def ratio_formula(n):
    return 4 * np.sqrt(n * (2 - n)) / (1 - n)


# Orbital configurations g^2 and u^2, built by creation operators.
vacuum = np.eye(16)[0]


def closed_pair(sign):
    up = (c[0].T + sign * c[2].T) / np.sqrt(2)
    down = (c[1].T + sign * c[3].T) / np.sqrt(2)
    return (up @ down @ vacuum)[keep]


g_pair, u_pair = closed_pair(1), closed_pair(-1)
pairs = np.column_stack([g_pair, u_pair])
antibonding_number = 0.5 * (move[0][0] + move[1][1]
                            - move[0][1] - move[1][0])

# General tests over weak, intermediate and strong repulsion.
previous = 0.0
for t_test, ratio in product((0.5, 1.3), (0.2, 1.0, 3.0, 6.0, 12.0)):
    U_test = ratio * t_test
    energies, states, ground = solve(t_test, U_test)
    root = np.hypot(U_test, 4 * t_test)
    n_test = ground @ antibonding_number @ ground
    expected_block = np.array([[-2*t_test + U_test/2, U_test/2],
                               [U_test/2, 2*t_test + U_test/2]])
    assert np.allclose(pairs.T @ hamiltonian(t_test, U_test) @ pairs,
                       expected_block)
    assert np.allclose(energies, [(U_test-root)/2, 0, 0, 0,
                                  U_test, (U_test+root)/2], atol=1e-11)
    assert abs(ground @ spin_squared @ ground) < 1e-11
    assert abs(n_test - smaller_occupation(t_test, U_test)) < 1e-11
    assert abs(n_test - (1 - 4*t_test/root)) < 1e-11
    assert abs((u_pair @ ground)**2 - n_test/2) < 1e-11
    assert (g_pair @ ground) * (u_pair @ ground) < 0
    ionic_test = ground @ double_occupancy @ ground
    assert abs(ionic_test - (1 - U_test/root)/2) < 1e-11
    assert abs(ratio_formula(n_test) - ratio) < 1e-8
scan = [smaller_occupation(1.0, U) for U in np.linspace(0, 20, 101)]
assert np.all(np.diff(scan) > 0)
for n_test in (0.05, 0.2, 0.4, 0.5):
    assert abs(infer_U(1.0, n_test) - ratio_formula(n_test)) < 1e-9

# Worked example: chosen inputs and the inferred repulsion.
t, n_target = 0.5, 0.2
U = infer_U(t, n_target)
assert abs(U/t - 3) < 1e-9
energies, states, ground = solve(t, U)
occupations = np.linalg.eigvalsh(density_matrix(ground))
gap = energies[1] - energies[0]
u_weight = (u_pair @ ground)**2
ionic = ground @ double_occupancy @ ground
assert abs(energies[0] + t) < 1e-9 and abs(gap - t) < 1e-9
assert abs(u_weight - 0.1) < 1e-9 and abs(ionic - 0.2) < 1e-9

free = solve(t, 0.0)[2]
free_ionic = free @ double_occupancy @ free
free_n = smaller_occupation(t, 0.0)
assert abs(free_ionic - 0.5) < 1e-11 and abs(free_n) < 1e-11
attractive = solve(t, -U)[2]
attractive_n = attractive @ antibonding_number @ attractive
attractive_ionic = attractive @ double_occupancy @ attractive
assert abs(attractive_n - n_target) < 1e-9
assert abs(attractive_ionic - 0.8) < 1e-9

per_spin_ratio = infer_U(t, 2*n_target) / t
assert abs(per_spin_ratio - 16/3) < 1e-9
low_ratio, high_ratio = [infer_U(t, n)/t for n in (0.19, 0.21)]
step = 1e-4
slope = (infer_U(t, n_target+step) - infer_U(t, n_target-step)) / (2*step*t)
assert abs(slope - 16/((U/t)*(1-n_target)**3)) < 1e-4

# Neglected interactions, each with a chosen model size.
V, X, K, delta = 0.3, 0.05, 0.02, 0.2
U_with_V = infer_U(t, n_target, V=V)
U_with_X = infer_U(t, n_target, X=X)
U_with_VXK = infer_U(t, n_target, V=V, X=X, K=K)
assert abs((U_with_V - V)/t - 3) < 1e-9
assert abs(U_with_X/(t - X) - 3) < 1e-9
assert abs((U_with_VXK - V)/(t - X) - 3) < 1e-9
energies_K, _, ground_K = solve(t, U, K=K)
gap_K = energies_K[1] - energies_K[0]
assert abs(ground_K @ antibonding_number @ ground_K - n_target) < 1e-9
assert abs(gap_K - (gap - 2*K)) < 1e-9

n_with_delta = smaller_occupation(t, U, delta=delta)
U_with_delta = infer_U(t, n_target, delta=delta)
assert n_with_delta < n_target and U_with_delta > U
small_shift = infer_U(t, n_target, delta=0.01) - U
double_shift = infer_U(t, n_target, delta=0.02) - U
assert abs(double_shift/small_shift - 4) < 0.02

# Thermal mixture of all six two-electron states.
temperature = 300.0
kT = boltzmann * temperature / charge
weights = np.exp(-(energies - energies[0])/kT)
weights /= weights.sum()
triplet_population = weights[1:4].sum()
thermal_n = sum(w * (states[:, i] @ antibonding_number @ states[:, i])
                for i, w in enumerate(weights))
thermal_shift = thermal_n - n_target
assert abs(thermal_shift/(triplet_population*(1-n_target)) - 1) < 1e-3

print(f"hopping t = {t:.3f} eV")
print(f"target antibonding occupation, spin-summed = {n_target:.3f}")
print(f"inferred repulsion U = {U:.6f} eV")
print(f"inferred ratio U/t = {U/t:.6f}")
print(f"bonding natural occupation = {occupations[1]:.6f}")
print(f"antibonding natural occupation = {occupations[0]:.6f}")
print(f"effective bond order = {(occupations[1]-occupations[0])/2:.6f}")
print(f"singlet ground energy = {energies[0]:.6f} eV")
print(f"singlet-triplet gap = {gap:.6f} eV")
print(f"weight of u^2 configuration = {u_weight:.6f}")
print(f"weight of g^2 configuration = {(g_pair @ ground)**2:.6f}")
print(f"ionic weight = {ionic:.6f}")
print(f"at U=0: antibonding occupation = {abs(free_n):.6f}")
print(f"at U=0: ionic weight = {free_ionic:.6f}")
print(f"at -U: antibonding occupation = {attractive_n:.6f}")
print(f"at -U: ionic weight = {attractive_ionic:.6f}")
print(f"U/t if 0.2 is per spin orbital = {per_spin_ratio:.6f}")
print(f"U/t for occupation 0.19 = {low_ratio:.4f}")
print(f"U/t for occupation 0.21 = {high_ratio:.4f}")
print(f"sensitivity d(U/t)/dn = {slope:.4f}")
print(f"chosen intersite repulsion V = {V:.3f} eV")
print(f"U inferred with V alone = {U_with_V:.4f} eV")
print(f"chosen density-assisted hopping X = {X:.3f} eV")
print(f"U inferred with X alone = {U_with_X:.4f} eV")
print(f"chosen intersite exchange K = {K:.3f} eV")
print(f"singlet-triplet gap with K alone = {gap_K:.4f} eV")
print(f"U inferred with V, X and K = {U_with_VXK:.4f} eV")
print(f"bare U/t with V, X and K = {U_with_VXK/t:.4f}")
print(f"(U-V)/(t-X) with V, X and K = {(U_with_VXK-V)/(t-X):.4f}")
print(f"chosen site-energy difference delta = {delta:.3f} eV")
print(f"smaller occupation with delta at U/t=3 = {n_with_delta:.5f}")
print(f"U inferred with delta alone = {U_with_delta:.4f} eV")
print(f"U/t inferred with delta alone = {U_with_delta/t:.4f}")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"thermal triplet population = {triplet_population:.3e}")
print(f"thermal change of antibonding occupation = {thermal_shift:.3e}")
print("done: every assertion held")
```

Running it gives:

```
hopping t = 0.500 eV
target antibonding occupation, spin-summed = 0.200
inferred repulsion U = 1.500000 eV
inferred ratio U/t = 3.000000
bonding natural occupation = 1.800000
antibonding natural occupation = 0.200000
effective bond order = 0.800000
singlet ground energy = -0.500000 eV
singlet-triplet gap = 0.500000 eV
weight of u^2 configuration = 0.100000
weight of g^2 configuration = 0.900000
ionic weight = 0.200000
at U=0: antibonding occupation = 0.000000
at U=0: ionic weight = 0.500000
at -U: antibonding occupation = 0.200000
at -U: ionic weight = 0.800000
U/t if 0.2 is per spin orbital = 5.333333
U/t for occupation 0.19 = 2.8960
U/t for occupation 0.21 = 3.1043
sensitivity d(U/t)/dn = 10.4167
chosen intersite repulsion V = 0.300 eV
U inferred with V alone = 1.8000 eV
chosen density-assisted hopping X = 0.050 eV
U inferred with X alone = 1.3500 eV
chosen intersite exchange K = 0.020 eV
singlet-triplet gap with K alone = 0.4600 eV
U inferred with V, X and K = 1.6500 eV
bare U/t with V, X and K = 3.3000
(U-V)/(t-X) with V, X and K = 3.0000
chosen site-energy difference delta = 0.200 eV
smaller occupation with delta at U/t=3 = 0.19677
U inferred with delta alone = 1.5168 eV
U/t inferred with delta alone = 3.0335
temperature = 300 K
thermal energy kT = 0.02585 eV
thermal triplet population = 1.195e-08
thermal change of antibonding occupation = 9.563e-09
done: every assertion held
```
